\section*{Comment on ranking solvent volatility by normal boiling point}

\section*{The argument under comment}

The argument concerns the choice of a solvent for a liquid-injection precursor line. Two pure liquids are compared at a working temperature of 300 K. Liquid A boils at 390 K and liquid B at 400 K, both under 760 Torr. The case for A runs as follows.

\begin{quote}
(i) Vapour pressure rises with temperature, and A reaches 760 Torr before B does. A is therefore ahead of B at every lower temperature, including 300 K. (ii) This must be so, because a lower boiling point means weaker cohesion in the liquid. (iii) Under reduced pressure the advantage remains: A will still boil first.
\end{quote}

The premises of (i) are correct, but its conclusion does not follow from them. Claim (ii) contains a hidden assumption about entropy, and claim (iii) has to be examined at the pressure in question. I take the three in turn. Throughout, ``more volatile'' means ``having the higher equilibrium vapour pressure at the same temperature''. Each liquid is pure and sits in its own vessel with its own vapour; mixtures of A and B are a different problem.

\section*{What two boiling points establish}

Let $p_A(T)$ and $p_B(T)$ be the vapour pressures, $p_0=760$ Torr, and $T_A<T_B$ the normal boiling points, so that $p_A(T_A)=p_B(T_B)=p_0$. Both curves rise with temperature. For $T_A\le T\le T_B$ this gives
\begin{equation}
p_A(T)\ \ge\ p_0\ \ge\ p_B(T),
\end{equation}
and the two equalities cannot hold together, since the first requires $T=T_A$ and the second $T=T_B$. Hence A is more volatile between the two boiling points, ends included. Below $T_A$ both pressures are less than $p_0$. Since the curves are continuous, A stays ahead just below $T_A$, but nothing said so far tells how far down this lead extends. A boiling point fixes one point of a curve; to reach 300 K one must also know how steeply the curve falls.

\section*{The missing quantity}

The slope follows from equilibrium between liquid (l) and vapour (g). Their molar chemical potentials are equal all along the vapour-pressure curve, so their changes along it are equal too. With $d\mu=-s\,dT+v\,dp$, where $s$ and $v$ are molar entropy and volume,
\begin{equation}
-s_l\,dT+v_l\,dp=-s_g\,dT+v_g\,dp
\quad\Rightarrow\quad
\frac{dp}{dT}=\frac{s_g-s_l}{v_g-v_l}.
\end{equation}
Since $\mu=h-Ts$ is the same in both phases, $h_g-h_l=T(s_g-s_l)$. Writing $H=h_g-h_l$ for the molar vaporisation enthalpy gives the Clapeyron equation,
\begin{equation}
\frac{dp}{dT}=\frac{H}{T\,(v_g-v_l)}.
\label{eq:clap}
\end{equation}

Three approximations now enter: the vapour is ideal, $v_g=RT/p$; the liquid volume is negligible beside it; and $H$ is constant over the range used. The first two turn Eq.~\eqref{eq:clap} into
\begin{equation}
\frac{1}{p}\frac{dp}{dT}=\frac{d\ln p}{dT}=\frac{H}{RT^2}.
\label{eq:cc}
\end{equation}
With the third, integration from the boiling point $T_i$ of liquid $i$, where $p_i=p_0$, gives
\begin{equation}
\ln\frac{p_i(T)}{p_0}=\frac{H_i}{R}\int_{T_i}^{T}\frac{dT'}{T'^2}
=-\frac{H_i}{R}\left(\frac1T-\frac1{T_i}\right).
\label{eq:law}
\end{equation}
On a plot of $\ln p$ against $1/T$ each liquid is a straight line. The boiling point anchors the line, and the enthalpy sets its slope. The argument under comment uses the anchors alone.

\section*{When the order reverses}

Subtract Eq.~\eqref{eq:law} for B from that for A and collect the terms with and without $1/T$:
\begin{align}
\ln\frac{p_A}{p_B}
&=-\frac{H_A}{R}\left(\frac1T-\frac1{T_A}\right)
+\frac{H_B}{R}\left(\frac1T-\frac1{T_B}\right)\nonumber\\
&=\frac{S_A-S_B}{R}-\frac{H_A-H_B}{RT},
\qquad S_i=\frac{H_i}{T_i}.
\label{eq:ratio}
\end{align}
Within the constant-enthalpy model, $S_i$ is the vaporisation entropy at the normal boiling point. The right-hand side is linear in $1/T$, so it vanishes at most once, unless the two curves coincide, which different boiling points exclude. For $H_A\ne H_B$ the zero is at
\begin{equation}
\frac1{T^*}=\frac{S_A-S_B}{H_A-H_B}
=\frac{H_A/T_A-H_B/T_B}{H_A-H_B}.
\label{eq:tstar}
\end{equation}
To locate it relative to the boiling points, subtract $1/T_A$ and then $1/T_B$, each over the common denominator:
\begin{align}
\frac1{T^*}-\frac1{T_A}
&=\frac{H_B}{H_A-H_B}\left(\frac1{T_A}-\frac1{T_B}\right),
\label{eq:locA}\\
\frac1{T^*}-\frac1{T_B}
&=\frac{H_A}{H_A-H_B}\left(\frac1{T_A}-\frac1{T_B}\right).
\label{eq:locB}
\end{align}
The last bracket is positive because $T_A<T_B$, and both enthalpies are positive. The sign of $H_A-H_B$ therefore decides on which side of the boiling points a crossing can lie.

If $H_A>H_B$, Eq.~\eqref{eq:locA} gives $T^*<T_A$: the curves cross below both boiling points. If $H_A<H_B$, Eq.~\eqref{eq:locB} gives $1/T^*<1/T_B$. The crossing then lies above $T_B$ when $S_B>S_A$; otherwise $1/T^*$ is zero or negative and there is no crossing at a finite positive temperature. If $H_A=H_B$, Eq.~\eqref{eq:ratio} is a positive constant and A is ahead throughout. Within this model, then, a crossing below both boiling points occurs if and only if the lower-boiling liquid has the larger vaporisation enthalpy.

The sense of the reversal is clearest after replacing $S_A-S_B$ in Eq.~\eqref{eq:ratio} by $(H_A-H_B)/T^*$ and changing the overall sign:
\begin{equation}
\ln\frac{p_B}{p_A}=\frac{H_A-H_B}{R}\left(\frac1T-\frac1{T^*}\right).
\label{eq:rev}
\end{equation}
For $H_A>H_B$ this is positive below $T^*$: the higher-boiling liquid is the more volatile one there. The steeper line, that of A, wins on heating and loses on cooling.

Two limits show what controls $T^*$. If the boiling points approach each other at fixed enthalpies with $H_A>H_B$, the right-hand side of Eq.~\eqref{eq:locA} vanishes and $T^*\to T_A$, so even a small cooling reverses the order. If instead $H_A$ approaches $H_B$ from above at fixed boiling points, $1/T^*$ grows without limit and $T^*\to0$. The crossing then slides below the freezing points and loses its meaning for liquids. A crossing found from Eq.~\eqref{eq:tstar} counts when both substances are liquid there; the same caution applies to a crossing above $T_B$, which may lie beyond a critical point.

\section*{The two solvents at 300 K}

For the solvents in question I take rough, rounded parameters: $H_A=46$ kJ/mol in the regime of 1-butanol, and $H_B=38$ kJ/mol in that of n-octane. They stand for the middle of the range between 300 K and the boiling points. Both substances are liquid, roughly, from 220 to 560 K, under sufficient pressure at the upper end. Because vaporisation enthalpies fall on heating, mid-range values make $H_i/T_i$ somewhat larger than the true entropy at the boiling point. The model entropies are
\begin{equation}
S_A=\frac{46000}{390}=117.95,\qquad
S_B=\frac{38000}{400}=95.00\ \mathrm{J/(mol\,K)},
\end{equation}
and Eq.~\eqref{eq:tstar} gives
\begin{equation}
T^*=\frac{46000-38000}{117.95-95.00}\ \mathrm{K}=348.6\ \mathrm{K}.
\end{equation}
This is below both boiling points, above the working temperature and inside the liquid range. At 300 K, Eq.~\eqref{eq:law} with $R=8.3145$ J/(mol K) yields
\begin{align}
\ln\frac{p_A}{p_0}&=-\frac{46000}{8.3145}
\left(\frac1{300}-\frac1{390}\right)=-4.256,\\
\ln\frac{p_B}{p_0}&=-\frac{38000}{8.3145}
\left(\frac1{300}-\frac1{400}\right)=-3.809.
\end{align}
Multiplying the exponentials by 760 Torr gives $p_A=10.8$ Torr and $p_B=16.9$ Torr. The liquid that boils 10 K higher has 1.56 times the vapour pressure. The change of order with temperature is as follows.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $p_A$ (Torr) & $p_B$ (Torr) & $p_B/p_A$\\
\hline
280 & 2.89 & 5.68 & 1.97\\
300 & 10.8 & 16.9 & 1.56\\
320 & 34.1 & 43.7 & 1.28\\
348.6 & 141 & 141 & 1.00\\
370 & 353 & 301 & 0.85\\
390 & 760 & 567 & 0.75
\end{tabular}
\end{center}

The last row is the fact on which claim (i) rests, and it is true. It simply does not extend to the rows above the crossing in the table.

\section*{A larger enthalpy is not yet enough}

It would be an error in the other direction to conclude that B wins at 300 K whenever $H_A>H_B$. That condition places a crossing somewhere below $T_A$, possibly below the working temperature $T_w$. For $T_w<T_A$, the requirement $p_B>p_A$ reads, from Eq.~\eqref{eq:law},
\begin{equation}
H_B\left(\frac1{T_w}-\frac1{T_B}\right)
<H_A\left(\frac1{T_w}-\frac1{T_A}\right).
\end{equation}
Both brackets are positive, so division preserves the inequality:
\begin{equation}
\frac{H_A}{H_B}>
\frac{1/T_w-1/T_B}{1/T_w-1/T_A}
=1+\frac{1/T_A-1/T_B}{1/T_w-1/T_A}.
\label{eq:thr}
\end{equation}
The second form follows by writing the numerator as $(1/T_w-1/T_A)+(1/T_A-1/T_B)$. As $T_w$ approaches $T_A$ the threshold diverges: just below its boiling point, A cannot be overtaken by any finite enthalpy ratio fixed in advance. Far below the boiling points the threshold falls towards 1.

At 300 K it equals 1.083, so with $H_B$ and both boiling points held fixed, $H_A$ must exceed $1.083\times38=41.2$ kJ/mol. The adopted 46 kJ/mol does so, the actual ratio being 1.21. For $H_A$ between 38 and 41.2 kJ/mol the curves would cross below 300 K, and the original choice of A would be right at that temperature.

\section*{Claim (ii): cohesion and entropy}

The claim that a lower boiling point means weaker cohesion, if cohesion is measured by $H$, amounts to assuming $H_A<H_B$. Since $T_i=H_i/S_i$, a boiling point is a ratio of enthalpy to entropy. It orders the enthalpies reliably only when the relative difference of the entropies is smaller than that of the boiling points, 2.6\% here. Trouton's rule, that the entropies are nearly equal, does not guarantee this for close boilers: benzene boils less than 1 K below cyclohexane, yet their curves cross near 325 K and benzene is the less volatile at room temperature. Let both entropies equal $S$. Then $H_i=ST_i$, and Eq.~\eqref{eq:law} becomes
\begin{equation}
\ln\frac{p_i}{p_0}=-\frac{ST_i}{R}\left(\frac1T-\frac1{T_i}\right)
=-\frac{S}{R}\left(\frac{T_i}{T}-1\right),
\end{equation}
so that
\begin{equation}
\ln\frac{p_A}{p_B}=\frac{S\,(T_B-T_A)}{RT}>0
\end{equation}
at every temperature. Under this assumption claim (i) is correct, and the ratio $p_A/p_B$ even grows on cooling, although the pressure difference shrinks at low temperature. With $S=88$ J/(mol K) and the boiling points unchanged, the pressures at 300 K would be 31.8 Torr for A and 22.3 Torr for B.

What breaks the rule is an entropy difference large enough to outweigh the boiling-point difference. Because $H_A/H_B=(S_A/S_B)(T_A/T_B)$, the condition $H_A>H_B$ is the same as
\begin{equation}
\frac{S_A}{S_B}>\frac{T_B}{T_A}.
\end{equation}
Here the left side is 1.24 and the right side 1.03. One molecular reading is that hydrogen bonds in an alcohol both bind and order the liquid, so that vaporisation costs more enthalpy and releases more entropy than for a hydrocarbon of similar boiling point. The two effects pull the boiling point in opposite directions. The present calculation takes the enthalpies as inputs and does not test that reading.

\section*{Claim (iii): boiling under reduced pressure}

A liquid boils at pressure $p$ when its vapour pressure equals $p$. Solving Eq.~\eqref{eq:law} for the temperature gives
\begin{equation}
\frac1{T_i(p)}=\frac1{T_i}-\frac{R}{H_i}\ln\frac{p}{p_0}.
\end{equation}
At 10 Torr the logarithm is $\ln(10/760)=-4.331$, and
\begin{align}
T_A(10\ \mathrm{Torr})&=\left(\frac1{390}+\frac{8.3145\times4.331}{46000}\right)^{-1}\mathrm{K}=298.8\ \mathrm{K},\\
T_B(10\ \mathrm{Torr})&=\left(\frac1{400}+\frac{8.3145\times4.331}{38000}\right)^{-1}\mathrm{K}=290.1\ \mathrm{K}.
\end{align}
B now boils first, by almost 9 K. The order of boiling points changes at the crossing pressure, 141 Torr. At any lower $p$, liquid A boils at a temperature below $T^*$; there B already has a vapour pressure above $p$, so B must have reached $p$ at a lower temperature still. With the model parameters, claim (iii) fails below 141 Torr and holds between 141 and 760 Torr. This dividing pressure is sensitive to the enthalpies; for real 1-butanol and n-octane it lies nearer 220 Torr.

\section*{Does the reversal survive the approximations?}

\paragraph{Enthalpy that varies with temperature.} Vaporisation enthalpies fall on heating. Let $H(T)=H_r+\Delta C\,(T-T_r)$, with $\Delta C$ the heat capacity of vapour minus liquid and $H_r$ the enthalpy at a reference temperature $T_r$. Inserting this in Eq.~\eqref{eq:cc} and integrating the $1/T^2$ and $1/T$ terms separately gives
\begin{equation}
\ln\frac{p_i}{p_0}=-\frac{H_r}{R}\left(\frac1T-\frac1{T_i}\right)
+\frac{\Delta C}{R}\left[T_r\left(\frac1T-\frac1{T_i}\right)+\ln\frac{T}{T_i}\right].
\end{equation}
I use rough values $\Delta C=-100$ J/(mol K) for A and $-70$ J/(mol K) for B. If the quoted enthalpies belong to $T_r=350$ K, the pressures at 300 K become 9.9 and 16.3 Torr. If they belong to the boiling points, the pressures drop to 6.9 and 11.5 Torr, about a third below the constant-enthalpy values. The ratio $p_B/p_A$ is 1.64 in the first case and 1.67 in the second. In the first, the logarithms of $p_A$ and $p_B$ change only by $-0.08$ and $-0.03$; in the second they change by $-0.45$ and $-0.38$, and most of this cancels in the ratio. To compute an absolute pressure one must thus know where the enthalpy was taken. The order here is less demanding, but both enthalpies must be taken on the same footing: at one common temperature, or both at the boiling points. If 46 kJ/mol belonged to 300 K and 38 kJ/mol to 400 K, the ratio at 300 K would be 0.73 and A would be ahead.

\paragraph{Non-ideal vapour and liquid volume.} With a second virial coefficient $B_2$, the volume change in Eq.~\eqref{eq:clap} is $RT/p+B_2-v_l$. For the rough constants $B_2=-1500$ cm$^3$/mol and $v_l=150$ cm$^3$/mol in both liquids, the smaller volume change steepens the curves and lowers both pressures at 300 K by about 5\% relative to the ideal model. The ratio is 1.57, against 1.56 in the ideal model. Correcting B alone, an unfavourable case, gives 1.48 and moves the crossing to 342.9 K. The close cancellation in the ratio follows from giving both liquids the same constants. Real second virial coefficients grow in magnitude on cooling, and that of n-octane is the larger near the boiling points; corresponding-states estimates lower the two pressures by about 5\% and 7\% and give a ratio near 1.53, or 1.45 if B alone is corrected. The mid-range enthalpy variation and the correction of both vapours together give 1.64 and 349.2 K.

\paragraph{Error in the enthalpies.} Since $T^*$ depends on a difference of enthalpies, it is sensitive to them. Lowering $H_A$ and raising $H_B$ by 1 kJ/mol each gives a ratio of 1.29 at 300 K and a crossing at 335.5 K. The opposite changes give 1.90 and 357.0 K. Provided that both enthalpies are taken on the same footing, this effect moves the ratio and the crossing most among those examined, and the order at 300 K survives in every case. For enthalpy errors of this size, the crossing should be read as ``near 350 K, uncertain by some 10 K''; larger errors move it further.

\section*{The real injection line}

The parameters are typical in size for 1-butanol and n-octane, but they are not fitted to measured curves, and the pressures above are model results. For 1-butanol the mean enthalpy between 300 K and the boiling point is nearer 49 kJ/mol. Putting $H_A=49$ kJ/mol into the model, with the other parameters unchanged, strengthens the reversal: the ratio at 300 K rises to about 2.1 and the crossing moves to about 359 K, close to the ratio near 2.0 and crossing near 360 K given by Antoine fits for the two liquids. A real line also departs from a liquid under its own vapour. An insoluble inert gas at 1 atm compresses the liquid phase and raises its chemical potential by about $v_l\,\Delta P$, where $\Delta P$ is the added pressure. Equality with an ideal vapour then multiplies the vapour pressure by $\exp(v_l\,\Delta P/RT)$, an increase of 0.6\% at 300 K for $v_l=150$ cm$^3$/mol, and about 0.4\% for the smaller molar volume of 1-butanol. Attraction between the vapour and the inert gas, left out of this estimate, can add a further one or two per cent in nitrogen or argon, and almost nothing in helium; both effects are small beside the difference between A and B. A larger error in the absolute pressures comes from the enthalpy: treating a mid-range value as constant costs some 3 to 8\% at 300 K, while assigning the enthalpy to the wrong end of the range shifts the pressures by a third or more. Dissolved precursor, incomplete saturation of the carrier gas and cooling of the evaporating surface lie outside this comparison; a delivery rate cannot be read from the equilibrium pressures alone.

\section*{Requested revision}

The selection should rest on vapour pressures at the working temperature. If both are measured at 300 K, they settle the order without any model. If both liquids have instead been measured at another common temperature $T_1<T_A$, each with its own result $p_1$, Eq.~\eqref{eq:law} supplies the missing slope:
\begin{equation}
H_i=\frac{R\,\ln(p_0/p_1)}{1/T_1-1/T_i}.
\end{equation}
This is a mean enthalpy for the interval from $T_1$ to $T_i$, which is the quantity that Eq.~\eqref{eq:thr} needs when $T_1$ is close to $T_w$. Measuring the two liquids at different temperatures would put their enthalpies on different footings: with the rough heat-capacity changes used above, 310 K for one and 380 K for the other can shift the ratio $H_A/H_B$ by up to about 10\%. If the ratio found at a common $T_1$ falls near the threshold, the approximations examined above can decide the order, and a direct measurement at $T_w$ is required.

\section*{Values computed for the example and the checks}
\begin{verbatim}
R = 8.3145 J/(mol K); p0 = 760 Torr
A: boiling point 390 K, H_A = 46 kJ/mol (rough)
B: boiling point 400 K, H_B = 38 kJ/mol (rough)
common liquid range, rough: 220 to 560 K
S_A = 117.95, S_B = 95.00 J/(mol K)
S_A - S_B = 22.95 J/(mol K)
S_A/S_B = 1.2416; T_B/T_A = 1.0256
crossing: formula 348.60 K, root search 348.60 K
pressure at crossing = 141.0 Torr
T (K), p_A (Torr), p_B (Torr), p_B/p_A:
  280.0  2.89  5.68  1.967
  300.0  10.78  16.86  1.564
  320.0  34.13  43.68  1.280
  348.6  141.00  141.00  1.000
  370.0  353.01  300.94  0.852
  390.0  760.00  566.99  0.746
  400.0  1083.52  760.00  0.701
at 300 K: ln(p_A/p0) = -4.2558, ln(p_B/p0) = -3.8086
threshold H_A/H_B at 300 K = 1.0833; actual = 1.2105
threshold H_A at 300 K = 41.17 kJ/mol
boiling points at 10 Torr: A 298.8 K, B 290.1 K
equal entropies 88 J/(mol K), 300 K: p_A = 31.8, p_B = 22.3 Torr
random pairs, crossing below both / above both / none: 280 / 229 / 47
rough heat-capacity changes: A -100, B -70 J/(mol K)
rough second virial coefficient = -1500 cm3/mol
rough liquid molar volume = 150 cm3/mol
case: p_A, p_B (Torr), p_B/p_A at 300 K; crossing (K)
  base model: 10.78, 16.86, 1.564; 348.6
  H(T), H given at 350 K: 9.92, 16.30, 1.642; 349.1
  H(T), H given at boiling pt: 6.85, 11.48, 1.674; 348.0
  non-ideal vapour, both: 10.21, 15.98, 1.566; 348.7
  non-ideal vapour, B only: 10.78, 15.98, 1.483; 342.9
  H(T) at 350 K + non-ideal: 9.40, 15.45, 1.644; 349.2
inert gas at 1 atm raises p by 0.61 %
H_A = 45, H_B = 39 kJ/mol: p_B/p_A = 1.290 at 300 K, crossing 335.5 K
H_A = 47, H_B = 37 kJ/mol: p_B/p_A = 1.896 at 300 K, crossing 357.0 K
\end{verbatim}
